Oriani's effective hydrogen diffusivity with saturable traps at local equilibrium

## Local equilibrium and the effective diffusivity

Consider a single hydrogen atom in a large metal crystal. Most of the interstitial sites open to it are ordinary lattice sites, with density N_L. A few are traps, with density N_T, in which its free energy is lower by E_b. Vacancies and the cores of dislocations can act in this way. In thermal equilibrium each trap is more probable than each lattice site by the factor

K = exp(E_b/kT).

The total weight of the lattice sites is proportional to N_L, and that of the traps to K N_T. Over a long time the atom therefore spends on the lattice the fraction

f = N_L/(N_L + K N_T) = 1/(1 + S), with S = K N_T/N_L.

If the atom moves with diffusivity D_L while on the lattice and stands still in a trap, its mean square displacement along x grows only during the time on the lattice:

⟨x²⟩ = 2D_L (f t) = 2[D_L/(1 + S)] t.

The long-time diffusivity of the lone atom is thus

D_low = D_L/(1 + S).

A small number of traps can have a large effect, because N_T/N_L is multiplied by an exponential. Take nickel near room temperature, with rough typical values: D_L = 10⁻⁹ cm²/s, E_b = 0.30 eV and N_T = 10¹⁹ cm⁻³. The face-centred cubic cell, of edge a = 0.352 nm, has four octahedral interstitial sites, so N_L = 4/a³ = 9.17×10²² cm⁻³. At 298.15 K, kT = 0.02569 eV, and

K = exp(0.30/0.02569) = 1.18×10⁵,

S = 1.178×10⁵ × 10¹⁹/(9.171×10²²) = 12.8,

D_low = 10⁻⁹/13.84 = 7.2×10⁻¹¹ cm²/s.

About one site in nine thousand is a trap, yet the atom is slowed nearly fourteenfold.

This argument fails when there is enough hydrogen to fill the traps. A trap that already holds an atom cannot hold a second one in the model used here, and an atom that meets a full trap passes by. The diffusivity must then depend on concentration. To find how, let θ_L and θ_T be the fractions of lattice sites and traps that are occupied. The two hydrogen concentrations are

C_L = N_L θ_L, C_T = N_T θ_T,

and the total is C = C_L + C_T. The traps are of one kind, immobile, dilute and uniformly distributed. Temperature is uniform, there is no stress gradient, and hydrogen atoms interact only through the rule of at most one atom per site.

The first thing needed is the equilibrium relation between θ_L and θ_T. In a region that contains M_L lattice sites and M_T traps, place n_L atoms on the lattice and n_T in traps. The number of arrangements, weighted by the Boltzmann factor for binding, is

Ω = [M_L!/(n_L!(M_L − n_L)!)] [M_T!/(n_T!(M_T − n_T)!)] exp(n_T E_b/kT).

For large numbers Stirling's formula gives ln n! ≈ n ln n − n, whose derivative is ln n. Hence, for either kind of site,

d/dn ln[M!/(n!(M − n)!)] = −ln n + ln(M − n) = ln[(M − n)/n].

The total n_L + n_T is fixed, so dn_L = −dn_T. Setting the derivative of ln Ω with respect to n_T to zero gives

ln[(M_T − n_T)/n_T] − ln[(M_L − n_L)/n_L] + E_b/kT = 0.

With n_T/M_T = θ_T and n_L/M_L = θ_L, this becomes

θ_T/(1 − θ_T) = K θ_L/(1 − θ_L).

The stationary point is a maximum, since ln[(M − n)/n] falls as n rises: adding atoms to the traps lowers the first logarithm, and removing them from the lattice raises the second, which enters with a minus sign. Solving for θ_T gives

θ_T = Kθ_L/(1 − θ_L + Kθ_L).

When θ_L ≪ 1 the denominator reduces to 1 + Kθ_L, because 1 − θ_L is close to one whatever the size of Kθ_L. Then

θ_T = Kθ_L/(1 + Kθ_L).

The traps are half full at Kθ_L = 1, which for the nickel values means θ_L = 8.5×10⁻⁶. A lattice that is almost empty can therefore coexist with traps that are well filled.

Next comes the flux. Take neighbouring lattice planes i and i + 1, a distance b apart along x, and let ν be the rate at which an atom in one plane would jump to the other if its target sites were empty. Let n be one for an occupied site and zero for an empty one. A forward jump needs n_i = 1 and n_{i+1} = 0; a backward jump needs the reverse. The difference contains

n_i(1 − n_{i+1}) − n_{i+1}(1 − n_i) = n_i − n_{i+1}.

The products cancel before any average is taken, so blocking by other atoms has no effect on the net flux between lattice sites. Each plane has N_L b sites per unit area. Averaging, and expanding the occupancy over the small distance b, gives

J = N_L b ν(θ_i − θ_{i+1}) = −b²ν ∂C_L/∂x = −D_L ∂C_L/∂x, with D_L = b²ν.

Jumps into and out of traps have been left out of this flux. That is justified for dilute traps: they take up a fraction N_T/N_L of the sites, about 10⁻⁴ here, and their role as stepping stones changes the flux by an amount of that order. Their role as a store is a different matter, since it is magnified by K.

Hydrogen is conserved in total, whichever kind of site it occupies. In a thin slab the rate of gain is the flux in minus the flux out, so

∂(C_L + C_T)/∂t = −∂J/∂x = D_L ∂²C_L/∂x².

This is one equation for two unknown concentrations. It is closed by the assumption of **local equilibrium**: atoms pass between traps and nearby lattice sites so quickly, compared with the changes brought by diffusion, that the equilibrium relation between θ_T and θ_L holds at each place and time. C_T is then a function of C_L alone. Since it rises with C_L, the total C rises too, and the relation can be inverted to give C_L as a function of C. By the chain rule,

J = −D_L ∂C_L/∂x = −D_L (dC_L/dC) ∂C/∂x.

The effective diffusivity is defined by J = −D_eff ∂C/∂x. As C = C_L + C_T, dC/dC_L = 1 + dC_T/dC_L, and therefore

D_eff = D_L/(1 + dC_T/dC_L).

Fick's second law for the total is

∂C/∂t = ∂/∂x(D_eff ∂C/∂x),

with D_eff inside the outer derivative because it varies with C, and so with x.

To find dC_T/dC_L, take the logarithm of the equilibrium relation:

ln[θ_T/(1 − θ_T)] = ln K + ln[θ_L/(1 − θ_L)].

The derivative of ln[θ/(1 − θ)] is 1/θ + 1/(1 − θ) = 1/[θ(1 − θ)]. At fixed temperature K is constant, so

dθ_T/[θ_T(1 − θ_T)] = dθ_L/[θ_L(1 − θ_L)].

Multiplying the occupancies by their site densities,

dC_T/dC_L = N_T dθ_T/(N_L dθ_L) = C_T(1 − θ_T)/[C_L(1 − θ_L)].

For θ_L ≪ 1 the last factor in the denominator is one, and

D_eff = D_L C_L/[C_L + C_T(1 − θ_T)].

This is Oriani's effective diffusivity. The factor 1 − θ_T distinguishes the hydrogen that the traps hold from the additional hydrogen that they can take up. Full traps hold a great deal, but a small rise in C_L adds almost nothing to them, so they hardly delay the spreading of that rise.

The same factor appears when the flux is written in terms of the chemical potential μ. In local equilibrium both populations share one μ. For the lattice, up to a constant, μ = kT ln[θ_L/(1 − θ_L)], so that dC_L/dμ = C_L(1 − θ_L)/kT. The traps likewise have dC_T/dμ = C_T(1 − θ_T)/kT. These derivatives are capacities: they tell how much hydrogen each population takes up per unit rise of μ. Combining them with J = −D_L(dC_L/dμ) ∂μ/∂x gives

D_eff = D_L (dC_L/dμ)/(dC_L/dμ + dC_T/dμ).

The effective diffusivity is thus D_L times the share of the total capacity that belongs to the mobile hydrogen.

That share differs from the share of hydrogen that is mobile, C_L/C. A tagged atom, followed for a long time in a uniform concentration, spends the fraction C_L/C of its time on the lattice, and for θ_L ≪ 1 its diffusivity is D_L C_L/C. This measures the wandering of an individual atom, whereas D_eff governs the smoothing of differences in total concentration. The two agree when the traps are nearly empty, separate as they fill, and come together again when the lattice holds far more hydrogen than the traps.

To see the dependence on concentration, write y = Kθ_L. For θ_L ≪ 1, θ_T = y/(1 + y) and 1 − θ_T = 1/(1 + y), so

C_T(1 − θ_T)/C_L = N_T y/[N_L θ_L(1 + y)²] = S/(1 + y)²,

where y/θ_L = K has been used. Hence

D_eff = D_L/[1 + S/(1 + y)²].

As y → 0, this becomes D_low = D_L/(1 + S), the result for the lone atom, with no concentration left in it. When (1 + y)² ≫ S, D_eff approaches D_L: the capacity left in the traps is then negligible beside that of the lattice. Between these limits D_eff rises steadily with concentration. It reaches D_L/2 when (1 + y)² = S, provided S > 1. For nickel this gives y = √12.84 − 1 = 2.58, or θ_L = 2.2×10⁻⁵.

The approach to the constant value can be made precise. For small y, 1/(1 + y)² ≈ 1 − 2y, so

D_eff/D_low = (1 + S)/[1 + S/(1 + y)²] ≈ 1/[1 − 2yS/(1 + S)] ≈ 1 + 2Kθ_L S/(1 + S).

Unless S is itself small, D_eff therefore stays close to D_low only if Kθ_L ≪ 1, which means nearly empty traps. The condition θ_L ≪ 1 is much weaker when K is large. A departure of 5% above D_low is reached, without expanding, when

1 + S/(1 + y)² = (1 + S)/1.05.

With S = 12.84 the right side is 13.18, so (1 + y)² = 12.84/12.18 = 1.054 and y = 0.027. This corresponds to θ_L = 2.3×10⁻⁷ and θ_T = 0.026. The traps need be filled to less than 3% for D_eff to move by 5%, because the slope of the trap isotherm falls as (1 − θ_T)², twice as fast at first as the fraction of empty traps.

The full formula gives the following values for the nickel example:

θ_L = 10⁻⁷: θ_T = 0.012, D_eff = 7.4×10⁻¹¹ cm²/s

θ_L = 10⁻⁶: θ_T = 0.11, D_eff = 8.9×10⁻¹¹ cm²/s

θ_L = 10⁻⁵: θ_T = 0.54, D_eff = 2.7×10⁻¹⁰ cm²/s

θ_L = 10⁻⁴: θ_T = 0.92, D_eff = 9.3×10⁻¹⁰ cm²/s

In the last line one lattice site in ten thousand is occupied, and D_eff has already come within about 7% of D_L. A tagged atom under the same conditions has C_T/C_L = S/(1 + y) = 12.84/12.78, or about one, and so diffuses at about half of D_L. Filling the traps has restored most of the collective diffusivity while each atom still spends half of its time at rest.

When the traps are nearly empty everywhere, C_T = S C_L. The total is then C = (1 + S)C_L, and C, C_L and C_T all obey the same linear diffusion equation with the constant D_low. When they are not, the equation for the lattice concentration needs separate care. Local equilibrium turns the conservation law into

(1 + dC_T/dC_L) ∂C_L/∂t = D_L ∂²C_L/∂x²,

and division by the bracket gives

∂C_L/∂t = D_eff ∂²C_L/∂x².

Here D_eff stands outside both space derivatives, in contrast to the equation for C. The flux depends on the gradient of C_L through the constant D_L, and the traps enter through the rate of storage alone.

## Permeation, time lag and the limits of the model

The first half considered hydrogen on lattice sites and in traps, of densities N_L and N_T, with occupancies θ_L and θ_T and concentrations C_L = N_Lθ_L and C_T = N_Tθ_T. The trap constant is K = exp(E_b/kT), and S = K N_T/N_L. For θ_L ≪ 1, local equilibrium gives θ_T = Kθ_L/(1 + Kθ_L), and the effective diffusivity is

D_eff = D_L/[1 + S/(1 + Kθ_L)²].

It tends to D_low = D_L/(1 + S) when Kθ_L ≪ 1. The flux is J = −D_L ∂C_L/∂x, and the total C = C_L + C_T obeys ∂C/∂t = D_L ∂²C_L/∂x². The nickel example has D_L = 10⁻⁹ cm²/s, K = 1.18×10⁵, S = 12.8 and D_low = 7.2×10⁻¹¹ cm²/s.

A permeation measurement shows what these results mean in practice. A membrane of thickness W is at first free of hydrogen. From t = 0 its entry face, x = 0, is held at lattice occupancy θ_0, for instance by cathodic charging, and hydrogen is removed at once from the exit face, x = W. Thus C_L = C_0 = N_Lθ_0 at entry and C_L = 0 at exit.

In the steady state nothing changes with time, so ∂²C_L/∂x² = 0 and

C_L = C_0(1 − x/W), J_s = D_L C_0/W.

Trapping does not alter the steady flux at given C_0. The traps have taken up all that they will hold, and for each atom that enters a trap another leaves one.

This gives a way to see why the place of D_eff in the lattice equation matters. Suppose the right side were ∂/∂x(D_eff ∂C_L/∂x) instead of D_eff ∂²C_L/∂x². The steady flux would then be the integral of D_eff over C_L from 0 to C_0, divided by W. With u = C_L/C_0 and y_0 = Kθ_0, its ratio to the true flux would be

∫₀¹ du (1 + y_0u)²/[(1 + y_0u)² + S] = 1 − (√S/y_0){arctan[(1 + y_0)/√S] − arctan(1/√S)}.

The right side follows on writing the integrand as 1 − S/[(1 + y_0u)² + S] and substituting v = 1 + y_0u. For θ_0 = 10⁻⁴, y_0 = 11.8 and the ratio is 0.69. The misplaced derivative would lose 31% of the steady flux.

Before the steady state is reached, traps delay the hydrogen. The delay is measured by the **time lag**, found by plotting the amount that has left per unit area, Q(t), and extending its late straight part back to Q = 0. It can be calculated without solving the transient. Multiply the conservation law by x and integrate over the membrane, using integration by parts on the right:

d/dt ∫₀ᵂ xC dx = D_L[x ∂C_L/∂x]₀ᵂ − D_L[C_L]₀ᵂ = −W J(W,t) + D_L C_0.

The first bracket gives the exit flux, since J = −D_L ∂C_L/∂x. The second gives D_L C_0, since C_L vanishes at x = W. Dividing by W and integrating over time from the empty state,

Q(t) = J_s t − (1/W)∫₀ᵂ xC(x,t) dx.

At late times C becomes the steady profile C_s, and Q becomes J_s(t − t_lag), with

t_lag = [1/(D_L C_0)] ∫₀ᵂ xC_s dx.

The lag is thus fixed by the hydrogen stored in the steady state, weighted by its distance from the entry face.

The lattice part of the integral is

∫₀ᵂ xC_0(1 − x/W) dx = C_0(W²/2 − W²/3) = C_0W²/6.

For the trap part let z = 1 − x/W, so that x = W(1 − z) and Kθ_L = y_0z. The integral is N_TW²g, where

g = ∫₀¹ (1 − z) y_0z/(1 + y_0z) dz.

Write y_0z/(1 + y_0z) = 1 − 1/(1 + y_0z). Three integrals are then needed:

∫₀¹ (1 − z) dz = 1/2,

∫₀¹ dz/(1 + y_0z) = ln(1 + y_0)/y_0,

∫₀¹ z dz/(1 + y_0z) = 1/y_0 − ln(1 + y_0)/y_0².

Subtracting the second from the first and adding the third,

g = 1/2 + 1/y_0 − (1 + y_0)ln(1 + y_0)/y_0².

Since C_0 = N_Lθ_0, the time lag is

t_lag = [W²/(6D_L)][1 + 6N_T g/(N_Lθ_0)].

For small y_0 the integrand of g is (1 − z)(y_0z − y_0²z²), to second order, which gives g ≈ y_0/6 − y_0²/12. The trap term in the bracket becomes S(1 − y_0/2), and as y_0 → 0

t_lag → W²(1 + S)/(6D_L) = W²/(6D_low).

The constant diffusivity of the low-occupancy limit is recovered. In the opposite limit, y_0 ≫ 1, g approaches 1/2 and the bracket tends to 1 + 3N_T/(N_Lθ_0). The traps then hold a fixed amount of hydrogen, while the flux that supplies it grows with θ_0, so the extra delay falls as 1/θ_0.

If the lag is interpreted as though the diffusivity were constant, the result is an apparent value D_app = W²/(6t_lag). Take a nickel membrane with W = 25 µm. Its diffusion time without traps is W²/D_L = (25×10⁻⁴)²/10⁻⁹ = 6250 s, and its lag without traps is one sixth of that, 1042 s.

At θ_0 = 10⁻⁷, y_0 = 0.0118 and the traps are at most 1.2% full. The formula gives t_lag = 1.43×10⁴ s, or 4.0 h, and D_app = 7.3×10⁻¹¹ cm²/s, within 1% of D_low.

At θ_0 = 10⁻⁴, y_0 = 11.78 and N_T/(N_Lθ_0) = 1.090. Then

g = 0.5 + 0.0849 − 12.78 × 2.548/138.8 = 0.350,

t_lag = 1042 × (1 + 6 × 1.090 × 0.350) = 3.43×10³ s,

or 0.95 h, and D_app = 3.0×10⁻¹⁰ cm²/s. The metal is the same, but the apparent diffusivity is four times larger. It lies between D_eff at the exit face, 7.2×10⁻¹¹ cm²/s, and at the entry face, 9.3×10⁻¹⁰ cm²/s. In this model an inhibitor that lowers hydrogen uptake, and so θ_0, lengthens the lag even if it leaves the metal unchanged. A lag that depends on θ_0 is thus a sign that D_app is not a constant of the material.

The low-occupancy limit also describes the whole rise of the flux. With constant D_low, subtract the steady profile from C_L and expand the remainder in sines that vanish at both faces. The coefficient of sin(nπx/W) in 1 − x/W is 2/(nπ), and each sine decays at the rate n²π²D_low/W². Thus

C_L = C_0(1 − x/W) − Σ (2C_0/nπ) sin(nπx/W) exp(−n²π²D_low t/W²),

with the sum over n = 1, 2, 3 and so on. Differentiating at x = W, where cos(nπ) = (−1)ⁿ,

J(W,t)/J_s = 1 + 2Σ(−1)ⁿ exp(−n²π²D_low t/W²).

For comparison, the equations with saturable traps and finite exchange rates, given below, were integrated numerically at θ_0 = 10⁻⁷. The membrane was divided into 100 equal intervals with second-order differences, and time was advanced by an implicit backward-differentiation method. At 100 times between 1250 s and 50 000 s, the largest difference between the exit flux and the series was about 0.3% of J_s.

Whether local equilibrium is justified depends on how fast atoms enter and leave traps. Let Γ be the total jump rate of an atom on the lattice. Each octahedral site has twelve neighbours at distance d = a/√2 = 0.249 nm. Along a cube axis the site planes are a/2 apart and four of the twelve jumps lead to the next plane, so D_L = (a/2)²(Γ/3) = Γd²/6. Hence

Γ = 6D_L/d² = 9.7×10⁶ s⁻¹.

Assume that a jump into an empty trap has the same barrier as a lattice jump. A trap has twelve neighbouring lattice sites, each occupied with probability θ_L and each sending an atom into the trap at rate Γ/12. With release rate r, and θ_L ≪ 1,

∂θ_T/∂t = Γθ_L(1 − θ_T) − rθ_T.

The right side must vanish in equilibrium, where θ_T/(1 − θ_T) = Kθ_L. This requires r = Γ/K = 82 s⁻¹, a mean stay of 0.012 s. At fixed θ_L the occupancy relaxes at the rate Γθ_L + r, which is at least r, so the traps adjust far faster than the 6250 s of diffusion.

There is also a condition on length. Among empty traps lattice atoms jump into traps at the mean rate ΓN_T/N_L, and before capture an atom travels a distance of order

[D_L N_L/(ΓN_T)]^(1/2) = 9.7 nm.

About a quarter of these jumps return an atom to the trap it has just left. A new trap is therefore found at roughly three quarters of this rate, and the length is nearer 11 nm. Either value is small beside 25 µm. For nearly empty traps the rate equation gives a largest flux error from assuming local equilibrium that grows about as 1/W²: some 10⁻⁴ of J_s at W = 2.5 µm, about 1% at 250 nm and 7% at 100 nm. Local equilibrium thus becomes doubtful for films a few hundred nanometres thick or less, or if an extra barrier guards the traps. Greater depth alone does not spoil it while the traps are nearly empty: for S ≫ 1, both the mean stay K/Γ and the diffusion time W²/D_low grow in proportion to K.

Numerical solutions at θ_0 = 10⁻⁴, by the method described above, bear this out. At 100 times between 125 s and 12 500 s, the exit flux with r = 82 s⁻¹ and the flux with equilibrium imposed differed by less than 10⁻⁵ of J_s. When r was reduced to D_L/W² = 1.6×10⁻⁴ s⁻¹, with K, N_T, D_L and θ_0 held fixed, the largest difference was 0.37 J_s.

The time lag nevertheless stayed at 3.43×10³ s. The reason lies in its derivation, which used conservation and the steady profile but not local equilibrium during the transient. In the steady state ∂θ_T/∂t = 0, and the rate equation then gives the equilibrium occupancy for any r. It follows that the difference between the two flux curves, integrated over all time, is zero: where slow traps let more hydrogen through, they must let less through later or earlier. A time lag taken from the true late straight line therefore cannot reveal slow traps in this model, whereas the shape of the transient can. The run must outlast the filling of the traps, however. With r = 0.01 D_L/W², the flux between 1.5 and 2.5 times W²/D_L is already about 98% of J_s, and a straight line drawn there gives a lag of only about 1050 s.

Temperature acts on both D_L and K. Let D_L vary as exp(−E_m/kT), with a migration energy E_m of about 0.41 eV, and keep E_b and N_T fixed. As ln S changes by E_b for each unit change of 1/kT, the apparent activation energy in the low-occupancy limit is

−d ln D_low/d(1/kT) = E_m + E_b S/(1 + S) = 0.41 + 0.30 × 12.84/13.84 = 0.69 eV.

It equals E_m for weak trapping and E_m + E_b for strong trapping. Warming the example by 10 K raises D_low by a factor of 2.4, so a permeation cell needs good control of temperature.

The parameters are meant to resemble an electrodeposited nickel foil. The values of D_L and E_m are rough typical ones for nickel near room temperature. A binding energy of 0.30 eV suits strong traps such as vacancies, and the trap density depends so much on plating conditions that 10¹⁹ cm⁻³ should be read as an assumed value. A vacancy in nickel can hold several hydrogen atoms, so N_T must count trapping sites, not vacancies. If each of 10¹⁹ vacancies per cm³ had six equal and independent sites, the lag at θ_0 = 10⁻⁴ would rise from 0.95 h to 4.3 h. A real deposit need not have a single trap energy, since it can contain vacancies, dislocations and grain boundaries together. Suppose the binding energies have a Gaussian spread σ = 0.03 eV about the same mean. Completing the square in the average of exp(E/kT) gives

⟨K⟩ = K exp[σ²/(2k²T²)] = 1.98K.

Each class of trap is in equilibrium with the same θ_L, so the contributions to the time lag add. Averaging g over the energies by Gauss–Hermite quadrature lengthens the lag by a factor of 1.84 at θ_0 = 10⁻⁷. At θ_0 = 10⁻⁴ the factor is 0.97: deep traps are already nearly full and can gain little, while shallower ones hold less. A spread that almost doubles the lag at the lower entry occupancy thus shortens it by 3% at the higher one.

Grain boundaries can also offer a parallel path. For square columns of side 1000 nm separated by boundaries 0.5 nm wide, the boundaries occupy 2 × 0.5/1000 = 0.1% of the area. If the diffusivity there is 100 times D_L and the mobile concentration is the same, they add 10% to the steady flux. These inputs are assumptions, and a finer grain would raise the effect in proportion to the inverse of its size.

The other corrections that can be estimated are smaller. Lattice blocking is of order θ_L, at most 10⁻⁴. For randomly placed traps, the expected number of traps among the twelve neighbours of a given trap is 12N_T/N_L = 0.0013, so direct jumps between such traps are rare. The sites around a vacancy are different: each of the six octahedral sites nearest to it has four of the others among its twelve neighbours. Jumps among these sites can be common, but they do not carry the atom away from the vacancy. If 0.30 eV is read as the difference between the lowest vibrational levels, excited levels also alter K. For three-dimensional harmonic wells with assumed quanta of 0.10 eV on the lattice and 0.08 eV in a trap, the factor is

{[1 − exp(−0.10/kT)]/[1 − exp(−0.08/kT)]}³ = 1.08,

with kT in eV. Resistance to entry at the surface and stresses caused by the hydrogen remain outside the model. If the surface cannot hold C_0 fixed from the start, the measured lag contains the surface process as well, and the formula for t_lag no longer gives the diffusivity of the metal.
